# Rigid Translation, the Sternheimer Equation and the Acoustic Sum Rule

## Rigid translation and the acoustic sum rule

If the force constants of a crystal violate the acoustic sum rule, moving all atoms together in at least one direction changes the forces on them, and that translation is no longer a mode of zero frequency. The error can be large. In the model crystal treated below, leaving out the induced electronic potential makes the $xx$ force constants acting on one atom add up to $-4.45$ Ha/bohr² instead of zero, so that a common shift pushes that atom further along the shift, while the self-consistent $xx$ force constant of one atom is $0.063$ Ha/bohr². The rule expresses the invariance of the total energy under a common translation. In a linear-response calculation it appears as a cancellation between terms that, in this model, are much larger than the force constant. The electronic response to a rigid translation can be written in closed form, which shows the cancellation term by term.

### Setting and conventions

Atomic units are used. The crystal is a Kohn-Sham insulator with doubly occupied bands, separated by a gap from the empty ones. The Hamiltonian is

$$H=T+V_{\rm ext}+V_{\rm Hxc}[n],\qquad V_{\rm ext}=\sum_I V_I, \tag{1}$$

where $V_I$ is the potential of atom $I$ and its periodic images, local or nonlocal. It is carried rigidly by the atom. No core density enters the exchange-correlation (xc) energy, and no macroscopic electric field is present.

A derivative with respect to $R_{I\alpha}$ moves atom $I$ in every cell along direction $\alpha$. Such a perturbation has the lattice period and conserves $\mathbf k$. Orbitals are normalized over one cell. With $v=(n,\mathbf k)$ and $\sum_v$ denoting the sum over occupied bands and the average over $\mathbf k$, the density is

$$n(\mathbf r)=2\sum_v|\psi_v(\mathbf r)|^2. \tag{2}$$

$P_c$ projects on the empty states at the same $\mathbf k$. The gradient $\partial_\beta$ acts on the whole Bloch function, including its phase factor, and returns a Bloch function of the same $\mathbf k$. For two such functions,

$$\langle\phi|\partial_\beta\chi\rangle=\int_{\rm cell}\partial_\beta(\phi^*\chi)\,d\mathbf r-\langle\partial_\beta\phi|\chi\rangle=-\langle\partial_\beta\phi|\chi\rangle, \tag{3}$$

because $\phi^*\chi$ is periodic and its derivative integrates to zero. Thus $\partial_\beta$ is anti-Hermitian.

### The self-consistent Sternheimer equation

Let $\Delta$ denote a first-order change. Expanding $H\psi_v=\varepsilon_v\psi_v$ to first order gives

$$(H-\varepsilon_v)\Delta\psi_v=-(\Delta H-\Delta\varepsilon_v)\psi_v. \tag{4}$$

$P_c$ commutes with $H$ and annihilates $\psi_v$, so projection removes $\Delta\varepsilon_v$:

$$(H-\varepsilon_v)P_c\Delta\psi_v=-P_c(\Delta V_{\rm ext}+K\Delta n)\psi_v. \tag{5}$$

Here $K=\delta V_{\rm Hxc}/\delta n$. The density change must itself come from the orbitals:

$$\Delta n=2\sum_v\left(\psi_v^*P_c\Delta\psi_v+{\rm c.c.}\right). \tag{6}$$

Equation (6) omits the occupied part of $\Delta\psi_v$. To justify this, write that part as $\sum_m\psi_m a_{mn}$ at fixed $\mathbf k$. Orthonormality to first order requires $a_{mn}+a_{nm}^*=0$. For any operator $O$ with matrix elements $O_{mn}$, its contribution to the change of the expectation value is proportional to

$$\sum_{mn}\left(O_{nm}a_{mn}+a_{mn}^*O_{mn}\right)
=\sum_{mn}O_{nm}\left(a_{mn}+a_{nm}^*\right)=0. \tag{7}$$

The second term was relabelled by exchanging $m$ and $n$. Choosing $O$ as the density operator at $\mathbf r$ gives (6). The cancellation needs the sum over occupied bands; the density of one band can change. Setting $a_{mn}=0$ is the parallel-transport gauge.

### How the perturbation follows from a commutator

Write a single ionic potential as a kernel $V_I(\mathbf r,\mathbf r')$ that depends on $\mathbf r-\mathbf R_I$ and $\mathbf r'-\mathbf R_I$. Moving the ion changes both arguments with a minus sign:

$$\frac{\partial V_I(\mathbf r,\mathbf r')}{\partial R_{I\beta}}=-(\partial_\beta+\partial'_\beta)V_I(\mathbf r,\mathbf r'). \tag{8}$$

The commutator acting on a function $f$ is

$$\begin{aligned}
[\partial_\beta,V_I]f(\mathbf r)
&=\int\left[(\partial_\beta V_I)f(\mathbf r')-V_I\,\partial'_\beta f(\mathbf r')\right]d\mathbf r'\\
&=\int\left[(\partial_\beta+\partial'_\beta)V_I(\mathbf r,\mathbf r')\right]f(\mathbf r')\,d\mathbf r'.
\end{aligned} \tag{9}$$

The second line follows by integration by parts; the boundary term vanishes for a localized nonlocal kernel. For a local potential the commutator is directly the function $\partial_\beta V_I$. The same relation holds for each periodic image. Comparing (8) and (9), and then summing over atoms, we find

$$\frac{\partial V_I}{\partial R_{I\beta}}=-[\partial_\beta,V_I],\qquad
\sum_J\frac{\partial V_{\rm ext}}{\partial R_{J\beta}}=-[\partial_\beta,V_{\rm ext}]. \tag{10}$$

### The solution for rigid translation

If the whole crystal moves by $\mathbf u$, the moved orbital $\psi_v(\mathbf r-\mathbf u)$ has derivative $-\partial_\beta\psi_v$ with respect to $u_\beta$. This suggests the solution

$$P_c\Delta_\beta\psi_v=-P_c\partial_\beta\psi_v, \tag{11}$$

where $\Delta_\beta$ is the response summed over all atoms. It must satisfy both the density condition and the differential equation.

**Density.** The occupied part of $-\partial_\beta\psi_n$ has coefficients $a_{mn}=-\langle\psi_m|\partial_\beta\psi_n\rangle$, which are anti-Hermitian by (3). By (7) we may restore it in the density without changing the result:

$$\Delta_\beta n=-2\sum_v\left(\psi_v^*\partial_\beta\psi_v+{\rm c.c.}\right)=-\partial_\beta n. \tag{12}$$

**Induced potential.** Let $n_{\mathbf u}(\mathbf r)=n(\mathbf r-\mathbf u)$. Translation invariance means $E_{\rm Hxc}[n_{\mathbf u}]=E_{\rm Hxc}[n]$ for every periodic density. Varying $n$ on both sides gives

$$\int V_{\rm Hxc}[n_{\mathbf u}](\mathbf r)\,\delta n(\mathbf r-\mathbf u)\,d\mathbf r
=\int V_{\rm Hxc}[n](\mathbf r)\,\delta n(\mathbf r)\,d\mathbf r. \tag{13}$$

Shifting the integration variable on the left and using the arbitrariness of $\delta n$ yields $V_{\rm Hxc}[n_{\mathbf u}](\mathbf r)=V_{\rm Hxc}[n](\mathbf r-\mathbf u)$. Its derivative at $\mathbf u=0$ is

$$K(-\partial_\beta n)=-\partial_\beta V_{\rm Hxc}=-[\partial_\beta,V_{\rm Hxc}]. \tag{14}$$

The last equality is the product rule for a local potential. Since $[\partial_\beta,T]=0$, equations (10) and (14) combine to

$$\Delta_\beta H=-[\partial_\beta,V_{\rm ext}+V_{\rm Hxc}]=-[\partial_\beta,H]. \tag{15}$$

**Differential equation.** Insert the unprojected trial function and use $\varepsilon_v\partial_\beta\psi_v=\partial_\beta H\psi_v$:

$$\begin{aligned}
(H-\varepsilon_v)(-\partial_\beta\psi_v)
&=-H\partial_\beta\psi_v+\partial_\beta H\psi_v\\
&=[\partial_\beta,H]\psi_v=-\Delta_\beta H\,\psi_v.
\end{aligned} \tag{16}$$

Applying $P_c$, which commutes with $H$, gives (5). Hence (11) is a self-consistent solution. The screened perturbation is needed: the bare one is $-[\partial_\beta,V_{\rm ext}]$, which lacks the Hartree and xc part of (15).

### Why the solution is unique

For a fixed perturbation, (5) has one solution in the empty space, since $H-\varepsilon_v$ is positive there. Self-consistency leaves one further possibility. Let $\chi_0$ map a local potential to the density produced by (5) without feedback. The difference of two self-consistent solutions has no external driving term, so its density obeys

$$(1-\chi_0K)\,\delta n=0. \tag{17}$$

The solution is unique if this equation has no nonzero solution. If $\delta n=0$, then (5) also makes the orbital difference vanish.

Electronic stability ensures this. For a real local potential $w$, equations (5) and (6) give

$$\int w\,\chi_0w\,d\mathbf r=-4\sum_v\langle w\psi_v|P_c(H-\varepsilon_v)^{-1}P_c|w\psi_v\rangle\le0. \tag{18}$$

We can therefore write $-\chi_0=S^2$ with $S$ symmetric. For orbital changes $\delta\psi_v$ in the empty space, the second-order energy is

$$E_2=2\sum_v\langle\delta\psi_v|H-\varepsilon_v|\delta\psi_v\rangle+\frac12\int\delta n\,K\delta n\,d\mathbf r. \tag{19}$$

Consider orbital changes generated by $w$ through (5). Their first term in (19) is $-2\sum_v{\rm Re}\langle\delta\psi_v|w\psi_v\rangle=-\frac12\int w\,\delta n\,d\mathbf r$. With $\delta n=-S^2w$ and $y=-Sw$, so that $\delta n=Sy$,

$$E_2=\tfrac12\langle y|1+SKS|y\rangle. \tag{20}$$

A nonzero solution of (17) has $\delta n=-S^2K\delta n$. It is generated by $w=K\delta n$, with $y=-SK\delta n$ and $\delta n=Sy$. Hence $y=-SKSy$ and $E_2=0$. A ground state whose second-order energy is positive for every nonzero orbital change in the empty space excludes such a mode.

### Force constants

The total energy per cell is stationary with respect to the orbitals under the orthonormality constraint. Its first derivative therefore contains only the explicit dependence on atomic positions:

$$\frac{\partial E}{\partial R_{I\alpha}}=2\sum_v\langle\psi_v|W_{I\alpha}|\psi_v\rangle+\frac{\partial E_{\rm ion}}{\partial R_{I\alpha}},\qquad
W_{I\alpha}=\frac{\partial V_I}{\partial R_{I\alpha}}. \tag{21}$$

Differentiate again with respect to $R_{J\beta}$. Both the bra and the ket change, and $W_{I\alpha}$ depends explicitly on the position of atom $I$ alone:

$$\begin{aligned}
\Phi_{I\alpha,J\beta}={}&4\sum_v{\rm Re}\langle\psi_v|W_{I\alpha}|P_c\Delta_{J\beta}\psi_v\rangle\\
&+2\delta_{IJ}\sum_v\left\langle\psi_v\left|\frac{\partial^2V_I}{\partial R_{I\alpha}\partial R_{I\beta}}\right|\psi_v\right\rangle
+\frac{\partial^2E_{\rm ion}}{\partial R_{I\alpha}\partial R_{J\beta}}.
\end{aligned} \tag{22}$$

The factor 4 is the product of spin and the two equal real parts. The occupied part of the response drops out by (7) with $O=W_{I\alpha}$. The three terms are called the response, explicit and ion-ion terms.

### The sum rule, term by term

**Electronic terms.** Sum the response term over $J$. Linearity gives the total response (11), and (7) again allows $-P_c\partial_\beta\psi_v$ to be replaced by $-\partial_\beta\psi_v$. Abbreviating $W_{I\alpha}$ to $W$, we obtain

$$\begin{aligned}
\sum_J({\rm response})
&=2\sum_v\left[-\langle\partial_\beta\psi_v|W\psi_v\rangle-\langle\psi_v|W\partial_\beta\psi_v\rangle\right]\\
&=2\sum_v\langle\psi_v|\partial_\beta W-W\partial_\beta|\psi_v\rangle
=2\sum_v\langle[\partial_\beta,W]\rangle_v.
\end{aligned} \tag{23}$$

The second line uses (3). The operator $W$ is itself carried rigidly by atom $I$, so the argument leading to (10) applies to it:

$$\frac{\partial^2V_I}{\partial R_{I\alpha}\partial R_{I\beta}}=\frac{\partial W}{\partial R_{I\beta}}=-[\partial_\beta,W]. \tag{24}$$

The explicit term is therefore $-2\sum_v\langle[\partial_\beta,W]\rangle_v$ and cancels (23). If $V_I$ is a sum of a local and a nonlocal part, $W$ splits in the same way and each part cancels separately. The orbital response is in both cases the response to the full, screened perturbation.

For a local potential $V_I(\mathbf r)$, $W=-\partial_\alpha V_I$ and the cancellation is the integral of a total derivative:

$$\int\left[(-\partial_\beta n)(-\partial_\alpha V_I)+n\,\partial_\alpha\partial_\beta V_I\right]d\mathbf r
=\int_{\rm cell}\partial_\beta(n\,\partial_\alpha V_I)\,d\mathbf r=0. \tag{25}$$

The density moves with the ion, so the force between them does not change.

**Ion-ion term.** For smeared ionic charges, apart from a constant independent of position,

$$E_{\rm ion}=\frac12\sum_{\mathbf G\ne0}w_G|S|^2,\qquad S=\sum_IS_I,\qquad S_I=Z_If_I(G)e^{-i\mathbf G\cdot\mathbf R_I}. \tag{26}$$

Here $w_G$ is the Coulomb factor and $f_I$ the real form factor of the ionic charge. Each derivative of $S_I$ brings down $-iG_\alpha$; the complex conjugate brings down $+iG_\alpha$. Thus

$$\frac{\partial^2E_{\rm ion}}{\partial R_{I\alpha}\partial R_{J\beta}}
={\rm Re}\sum_{\mathbf G\ne0}w_GG_\alpha G_\beta\left(S_J^*S_I-\delta_{IJ}S^*S_I\right). \tag{27}$$

Since $\sum_JS_J^*=S^*$, the two terms cancel on summation over $J$. For any other form of the ionic energy that is unchanged by a common shift, the same result follows from $\sum_J\partial E_{\rm ion}/\partial R_{J\beta}=0$, differentiated with respect to $R_{I\alpha}$.

Adding the parts gives the acoustic sum rule,

$$\sum_J\Phi_{I\alpha,J\beta}=0. \tag{28}$$

Nowhere were the forces assumed to vanish, so (28) also holds away from equilibrium. At equilibrium, the dynamical matrix is $D_{I\alpha,J\beta}=\Phi_{I\alpha,J\beta}/\sqrt{M_IM_J}$. Applied to the vector $\sqrt{M_J}\,u_\beta$, it gives

$$\sum_{J\beta}D_{I\alpha,J\beta}\sqrt{M_J}\,u_\beta
=\frac1{\sqrt{M_I}}\sum_\beta u_\beta\sum_J\Phi_{I\alpha,J\beta}=0. \tag{29}$$

Each independent direction of translation thus supplies a mode of zero frequency.

### A two-dimensional model crystal

A square cell of edge 5 bohr contains ions A at $(0.3,0.2)$ and B at $(2.6,3.1)$ bohr, and four electrons. Each ion has charge 2 and a local potential $-2/\sqrt{r^2+s^2}$, with $s=0.5$ bohr for A and 0.6 bohr for B. Each also has an attractive projector $D|\beta\rangle\langle\beta|$, where $\beta$ is a Gaussian of width 0.5 bohr and unit integral. The strengths $D$ are $-6$ and $-5$ Ha bohr². Electrons repel as $1/r$, and the model xc energy density is $-n^2/(1+n)$ in atomic units. The ion-ion energy is that of the charge distributions which produce the local potentials.

The $\mathbf k$ average uses the four points $(\pm\tfrac14,\pm\tfrac14)$ in units of $2\pi/(5\ {\rm bohr})$; the first point is $(\tfrac14,\tfrac14)$. With 49 plane waves the gap, sampled on a $32\times32$ mesh over the Brillouin zone, is 0.878 Ha. The force on A is $(-0.0124,0.0214)$ Ha/bohr and that on B is opposite, so the ions are not at equilibrium.

The Sternheimer equation was solved self-consistently for each atom separately, and the solutions were added. For a move along $x$, the sum for the lowest band at the first $\mathbf k$ point has norm $0.7914$ bohr⁻¹, equal to that of $P_c\partial_x\psi$. The coefficients agree with (11), including sign, to $5\times10^{-14}$ bohr⁻¹. The full gradient has norm $0.8026$ bohr⁻¹, so its occupied part has norm

$$\sqrt{0.8026^2-0.7914^2}\approx0.13\ {\rm bohr}^{-1}. \tag{30}$$

Averaged over the $\mathbf k$ points and summed over spin, these occupied parts change the density of the first band by up to 0.0195 bohr⁻³, but the two-band sum vanishes to rounding error, as (7) requires. The eigenvalues of $1-\chi_0K$ on the nonuniform density harmonics of this basis lie between 0.998 and 1.573, which excludes a second solution there.

The $xx$ terms for atom A, in Ha/bohr², are:

| Part | Response or cross, $J=A$ | Response or cross, $J=B$ | Explicit or same-atom |
|---|---:|---:|---:|
| Local | −3.8661 | 0.2301 | 3.6360 |
| Nonlocal | −6.9112 | −0.0817 | 6.9928 |
| Ion-ion | 3.8691 | −0.2113 | −3.6578 |

For the ion-ion row, the first two columns are the $S_J^*S_I$ terms of (27), and the last is the $-S^*S_I$ term. Each row adds to zero within one unit of the last digit; before rounding, the largest remainder is below $10^{-12}$ Ha/bohr². The $J=B$ column gives the coupling between the atoms:

$$\Phi_{Ax,Bx}=0.2301-0.0817-0.2113=-0.0629\ {\rm Ha/bohr^2}. \tag{31}$$

The other two columns together give, from the unrounded values (the rounded entries add to 0.0628),

$$\Phi_{Ax,Ax}=0.0629\ {\rm Ha/bohr^2}=6.11\ {\rm eV/\AA^2}. \tag{32}$$

These numbers belong to the 49-plane-wave basis and the four $\mathbf k$ points and are not converged in the last digits shown. With 197 plane waves the force constant is $0.0637$ Ha/bohr² and the unscreened sum quoted at the start is $-4.55$ instead of $-4.45$ Ha/bohr². With 49 plane waves, a $4\times4$ $\mathbf k$ mesh lowers the force constant by about $0.001$ Ha/bohr². An error of one percent in the nonlocal explicit term, $0.07$ Ha/bohr², would exceed this force constant. The mixed component is also nonzero, $\Phi_{Ax,Ay}=-0.0127$ Ha/bohr², and obeys the rule with $\Phi_{Ax,By}=0.0127$ Ha/bohr². As an independent check, differences of forces from displaced ground states reproduce all force constants to $8\times10^{-9}$ Ha/bohr².

### What breaks the rule, and what does not

**Missing self-consistency.** If $K\Delta n$ is dropped from (5), the orbital response to a move along $x$ deviates from (11) by 44 percent of the norm of the correct response. The electronic terms for atom A then leave $-4.45$ Ha/bohr² in the $xx$ component. The ion-ion terms still cancel among themselves and cannot compensate for it.

**A low plane-wave cutoff.** In a plane-wave basis $\partial_\beta$ is diagonal, with elements $i(k_\beta+G_\beta)$, and an ionic matrix element depends on position through $e^{-i(\mathbf G-\mathbf G')\cdot\mathbf R_I}$. Hence

$$\frac{\partial(V_I)_{\mathbf G\mathbf G'}}{\partial R_{I\beta}}
=-i(G_\beta-G'_\beta)(V_I)_{\mathbf G\mathbf G'}
=-[\partial_\beta,V_I]_{\mathbf G\mathbf G'}. \tag{33}$$

The relation survives truncation to any fixed set of plane waves. Since the derivation works at each $\mathbf k$ separately apart from the common density, a finite $\mathbf k$ mesh does no harm either. With 21 plane waves the total energy rises by 0.12 Ha, yet the sum-rule error remains $4\times10^{-13}$ Ha/bohr². A satisfied sum rule is therefore no evidence of a converged basis.

**A coarse xc grid.** If the xc energy is a sum over fixed grid points, it can change when the density moves relative to them. Translation invariance, and with it (14), is then lost. With the same 21 plane waves, reducing the grid from $48\times48$ to $10\times10$ raises the error to $8\times10^{-4}$ Ha/bohr². This is about one percent of the force constant (32) of the larger basis. Without xc, the coarse grid gives an error of only $10^{-12}$ Ha/bohr², which identifies the sampled xc energy as the cause in this model.

Imposing (28) afterwards by adjusting the same-atom force constants removes the symptom of missing self-consistency or of a coarse xc grid. It leaves the couplings between different atoms as they were computed, so it helps only where the error sits in the same-atom term. In this model the two cases differ. Without the induced potential, $\Phi_{Ax,Bx}$ is $+0.444$ instead of $-0.063$ Ha/bohr², and the adjustment cannot correct it. With 21 plane waves and the $10\times10$ grid, $\Phi_{Ax,Bx}$ stays at $-0.0742$ Ha/bohr², its value on the $48\times48$ grid, while $\Phi_{Ax,Ax}$ falls from $0.0742$ to $0.0734$ Ha/bohr². For that component the adjustment restores the fine-grid value.

## Values computed for the example and the checks

```
cell edge: 5.0 bohr; electrons per cell: 4
position A (x y), B (x y): 0.3 0.2 2.6 3.1 bohr
ion charges A, B: 2.0 2.0 e
softening lengths A, B: 0.5 0.6 bohr
projector strengths A, B: -6.0 -5.0 Ha bohr^2
projector width: 0.5 bohr; xc constant c: 1.0 Ha bohr^2
k points (units of 2 pi/cell): 0.25 0.25 0.25 -0.25 and partners -k
plane waves: 49; grid: 48 x 48
total energy per cell: -7.313157 Ha
band gap: 0.8847 Ha
density minimum, maximum: 0.0084 1.0482 bohr^-2
force on A (x y), B (x y): -0.012391 0.021384 0.012391 -0.021384 Ha/bohr
largest component of total force: 3.3e-15 Ha/bohr
First k point, move along x, bands 1 and 2 (norms):
  summed Sternheimer solutions: 0.791391 0.807424 bohr^-1
  projected gradient Pc d psi/dx: 0.791391 0.807424 bohr^-1
  full gradient d psi/dx: 0.802578 0.817339 bohr^-1
largest coefficient error of -Pc grad psi: 5.1e-14 bohr^-1
largest error of delta n = -grad n: 1.3e-13 bohr^-3
largest error of delta V_Hxc = -grad V_Hxc: 1.9e-10 Ha/bohr
occupied part, density from band 1 alone (x): 0.0195 bohr^-3
occupied part, density from both bands: 3.1e-17 bohr^-3
1 - chi0 K, eigenvalue min, max: 0.9980 1.5727
without delta V_Hxc, relative orbital error (x): 0.4372
without delta V_Hxc, sum-rule error (A, xx): -4.448703 Ha/bohr^2
Sum-rule terms for atom A; columns xx, xy, yy:
  local response to A: -3.866095 -0.006668 -3.871725 Ha/bohr^2
  local response to B: 0.230110 -0.019771 0.198724 Ha/bohr^2
  local explicit term: 3.635985 0.026439 3.673001 Ha/bohr^2
  local largest sum: 1.8e-13 Ha/bohr^2
  nonlocal response to A: -6.911157 -0.006094 -6.913527 Ha/bohr^2
  nonlocal response to B: -0.081671 0.012091 -0.071785 Ha/bohr^2
  nonlocal explicit term: 6.992829 -0.005998 6.985312 Ha/bohr^2
  nonlocal largest sum: 2.4e-13 Ha/bohr^2
  ion-ion cross term with A: 3.869123 -0.000000 3.869123 Ha/bohr^2
  ion-ion cross term with B: -0.211309 0.020365 -0.182243 Ha/bohr^2
  ion-ion same-atom term: -3.657814 -0.020365 -3.686880 Ha/bohr^2
  ion-ion largest sum: 2.2e-14 Ha/bohr^2
Phi AA: 0.062870 -0.012686 0.055304 Ha/bohr^2
Phi AB: -0.062870 0.012686 -0.055304 Ha/bohr^2
Phi BB: 0.062870 -0.012686 0.055304 Ha/bohr^2
Phi AA converted: 6.109321 -1.232744 5.374074 eV/angstrom^2
largest sum over J of Phi: 4.2e-13 Ha/bohr^2
finite-difference step: 0.001 bohr
Phi against force differences, largest error: 7.8e-09 Ha/bohr^2
forces against energy differences, largest error: 2.2e-09 Ha/bohr
low cutoff: 21 plane waves, energy -7.189691 Ha
  sum-rule error, 48 x 48 grid: 3.8e-13 Ha/bohr^2
  sum-rule error, 10 x 10 grid: 8.0e-04 Ha/bohr^2
  sum-rule error, 10 x 10 grid, no xc: 1.2e-12 Ha/bohr^2
```
